\section*{Why short-range self-trapping in three dimensions has an energy barrier}

\section{A packet that must climb before it falls}

A carrier of mass $10\,m_e$ distorts an elastic medium and sits in the distortion it has made. If its Gaussian packet has length $L=4.0$ nm, the total energy, measured from a free carrier in the undistorted medium, is $+0.30$ meV. Contraction to $0.89$ nm raises it to $+2.40$ meV. Contraction to $0.40$ nm brings it down to $-17.3$ meV. The final state is favourable, yet the way to it begins uphill. Two contributions compete, and they depend on size with different powers.

The carrier may be an electron or a hole; for a hole, energy is counted downward from the valence-band edge. Its band is isotropic and parabolic, with mass $m$, and $b=\hbar^2/2m$. The medium is isotropic, harmonic, classical and static. The carrier follows it adiabatically and couples to the local dilation $\theta=\nabla\!\cdot\mathbf u$, where $\mathbf u$ is the displacement, through a deformation potential $D$. Disorder, defects and quantum motion of the lattice are left out. For a real normalized $\psi$,
\begin{equation}
E[\psi,\theta]=b\int|\nabla\psi|^2+D\int\theta\,\psi^2+\frac K2\int\theta^2 .
\label{energy}
\end{equation}

Here $K=\lambda+2\mu$ is the longitudinal modulus, with $\lambda$ and $\mu$ the Lam\'e constants. To see this, take $\mathbf u=\nabla\phi$, so that the strain is $\partial_i\partial_j\phi$. Two integrations by parts give $\int(\partial_i\partial_j\phi)^2=\int(\nabla^2\phi)^2=\int\theta^2$. The elastic energy $\int[\tfrac\lambda2\theta^2+\mu(\partial_i\partial_j\phi)^2]$ is then $\tfrac12(\lambda+2\mu)\int\theta^2$. A transverse displacement would add elastic energy without changing $\theta$.

The example uses round model parameters: $D=10$ eV, $K=150$ GPa $=936.2$ eV/nm$^3$ and, for later use, an atomic spacing $a=0.30$ nm. The mass gives $b=0.003810$ eV\,nm$^2$.

\section{The two contributions, one at a time}

\subsection{Kinetic cost}
Give a fixed normalized shape $\varphi$ the size $L$ by $\psi(\mathbf r)=L^{-3/2}\varphi(\mathbf r/L)$. The squared gradient carries $L^{-3}L^{-2}$ and the volume element $L^3$, so the cost goes as $L^{-2}$. For the Gaussian
\[
\psi=\pi^{-3/4}L^{-3/2}e^{-r^2/2L^2},\qquad \nabla\psi=-\frac{\mathbf r}{L^2}\psi,\qquad \langle r^2\rangle=\tfrac32L^2 ,
\]
the cost is
\begin{equation}
T=\frac{b\langle r^2\rangle}{L^4}=\frac{A}{L^2},\qquad A=\frac{3b}{2}=0.005715\ \text{eV\,nm}^2 .
\end{equation}

\subsection{Lattice gain}
At fixed $\psi$, the derivative of (\ref{energy}) with respect to $\theta$ vanishes when
\begin{equation}
\theta=-\frac{D}{K}\psi^2 .
\end{equation}
The coupling term is then $-(D^2/K)\int\psi^4$ and the elastic term $+(D^2/2K)\int\psi^4$. Half of the coupling energy pays for the strain, and the net energy is
\begin{equation}
E[\psi]=b\int|\nabla\psi|^2-\frac{D^2}{2K}\int\psi^4 .
\label{reduced}
\end{equation}
The gain is local: each volume element contributes the square of its own density. The density goes as $L^{-3}$ and its square as $L^{-6}$; the volume returns $L^3$, which leaves $L^{-3}$. For the Gaussian, $\int\psi^4=\pi^{-3}L^{-6}(\pi L^2/2)^{3/2}=(2\pi)^{-3/2}L^{-3}$, so the gain is $B/L^3$ with
\begin{equation}
B=\frac{D^2}{2K(2\pi)^{3/2}}=\frac{100}{2(936.2)(15.75)}=0.003391\ \text{eV\,nm}^3 .
\end{equation}

\section{Weighing them}

The sum is $E(L)=A/L^2-B/L^3$. At large $L$ the ratio of gain to cost is $B/(AL)$, which tends to zero: a wide packet pays more than it earns, however strong the coupling. At small $L$ the gain wins. The maximum between them follows from
\[
\frac{dE}{dL}=-\frac{2A}{L^3}+\frac{3B}{L^4}=0 ,
\]
which gives
\begin{equation}
L^*=\frac{3B}{2A},\qquad
E^*=\frac{A}{L^{*2}}\left(1-\frac{B}{AL^*}\right)=\frac{A}{3L^{*2}}=\frac{4A^3}{27B^2}.
\label{gaussbarrier}
\end{equation}
The bracket is $1-\tfrac23$, so at the top the gain has cancelled two thirds of the cost. The example gives $L^*=3(0.003391)/[2(0.005715)]=0.890$ nm and $E^*=0.005715/[3(0.890)^2]=0.002405$ eV.

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & cost (meV) & gain (meV) & $E$ (meV)\\
4.00 & 0.357 & 0.053 & 0.304\\
2.00 & 1.429 & 0.424 & 1.005\\
0.89 & 7.215 & 4.810 & 2.405\\
0.60 & 15.875 & 15.699 & 0.176\\
0.40 & 35.72 & 52.98 & $-17.26$
\end{tabular}
\end{center}
Halving $L$ from 4 to 2 nm multiplies the cost by four and the gain by eight, but the gain starts from so little that $E$ still rises.

These two powers explain the barrier. They do not give a trap, because $E(L)\to-\infty$ as $L\to0$. The floor comes from the atomic spacing, treated below.

\section{Changing the gain}

\subsection{Fewer dimensions}
In $d$ dimensions the cost is still proportional to $L^{-2}$, while the local gain goes as $L^{-d}$. For $d=1$ write $E=A_1/L^2-B_1/L$. The gain now wins at large $L$, and the energy falls steadily from zero to its minimum $-B_1^2/4A_1$ at $L=2A_1/B_1$; there is no barrier. For $d=2$ both terms go as $L^{-2}$. The energy of a given shape then has one sign at every size, set by the coupling, and no interior maximum.

\subsection{Long-range polar coupling}
In an ionic medium the carrier also polarizes its surroundings through its Coulomb field. That gain is a double integral of $\psi^2(\mathbf r)\psi^2(\mathbf r')/|\mathbf r-\mathbf r'|$. The two densities are normalized, so only the inverse distance scales, and the gain is $F/L$ with $F>0$. With both couplings,
\[
E=\frac A{L^2}-\frac B{L^3}-\frac FL .
\]
Setting $dE/dL=0$ and multiplying by $L^4$ gives
\begin{equation}
FL^2-2AL+3B=0,\qquad L_\pm=\frac{A\pm\sqrt{A^2-3BF}}{F}.
\end{equation}
If $F<A^2/3B$, there is a shallow minimum at $L_+$, a large polaron, and a maximum at $L_-$ that separates it from collapse. If $F>A^2/3B$, the slope never changes sign and the packet contracts downhill all the way. At the limiting $F$ the polar gain, evaluated at $L^*$, is
\[
\frac{F}{L^*}=\frac{A^2}{3B}\,\frac{2A}{3B}=\frac{2A^3}{9B^2}=\frac32E^* ,
\]
or 3.6 meV here. Within this family of packets, a polar gain of a few meV at that size removes the barrier. In this family the three-dimensional barrier thus survives only while $F<A^2/3B$.

This is a severe limit for real media. With the high-frequency and static dielectric constants $\varepsilon_\infty$ and $\varepsilon_s$, the standard polarization energy of a Gaussian packet gives $F=(0.574\ \text{eV\,nm})(1/\varepsilon_\infty-1/\varepsilon_s)$. The limit is reached when the bracket is only 0.0056, whereas $\varepsilon_\infty=5$ and $\varepsilon_s=10$ make it 0.1. The barrier of the example therefore belongs to a nonpolar or almost nonpolar medium.

\section{Other shapes and other paths}

A Gaussian that keeps its shape is one path. Could another avoid the climb? Let $k=\int|\nabla\psi|^2$, with parts $k_x,k_y,k_z$ from the three derivatives. Suppose that every normalized $\psi$ obeys
\begin{equation}
\int\psi^4\le C\,k^{3/2}.
\label{inequality}
\end{equation}

This can be proved with $C=3^{-3/2}=0.192$. On a line, $\psi^2(x)$ equals both $2\int_{-\infty}^x\psi\psi'$ and $-2\int_x^\infty\psi\psi'$; averaging the two gives $\psi^2(x)\le\int|\psi\psi'|dx$. In a plane of fixed $z$, use this once along $x$ and once along $y$ and multiply:
\[
\int\psi^4dx\,dy\le\int|\psi\,\partial_x\psi|\,dx\,dy\int|\psi\,\partial_y\psi|\,dx\,dy
\le n(z)\sqrt{p_x(z)\,p_y(z)} .
\]
Here $n=\int\psi^2dx\,dy$, $p_i=\int(\partial_i\psi)^2dx\,dy$, and the last step is the Cauchy--Schwarz inequality. The line estimate along $z$ gives $n(z)\le\int|\psi\,\partial_z\psi|\,d^3r\le\sqrt{k_z}$. Integration over $z$, with Cauchy--Schwarz again, yields $\int\psi^4\le\sqrt{k_xk_yk_z}\le(k/3)^{3/2}$, because a geometric mean does not exceed the arithmetic mean.

Now let the distortion $\theta$ be arbitrary and set $S=\int\theta^2$. By Cauchy--Schwarz and (\ref{inequality}), the electronic energy is at least
\[
bk-|D|\sqrt S\Big(\int\psi^4\Big)^{1/2}\ge bk-\alpha k^{3/4},\qquad \alpha=|D|\sqrt{SC}.
\]
The right side is least when $b=\tfrac34\alpha k^{-1/4}$, that is, $k^{1/4}=3\alpha/4b$. There $\alpha k^{3/4}=\tfrac43bk$, so the value is $-bk/3=-27\alpha^4/(256b^3)$. The adiabatic energy $W$, elastic plus lowest electronic, therefore satisfies
\begin{equation}
W\ge\frac{KS}{2}-cS^2,\qquad c=\frac{27D^4C^2}{256\,b^3}.
\label{pathbound}
\end{equation}
This is the same competition seen from the lattice: the elastic cost is linear in $S$, and the electronic gain is at most quadratic. A distorted state with $W\le0$ needs $S\ge K/2c$. A continuous path from $S=0$ must pass $S=K/4c$, where
\begin{equation}
W\ge\frac{K^2}{16c}=\frac{16K^2b^3}{27D^4C^2}.
\label{barrierbound}
\end{equation}
Every path in this model has a barrier. With $C=3^{-3/2}$ the bound is $16K^2b^3/D^4=0.078$ meV. It proves that a barrier exists but is far from its height.

\section{The height of the lowest pass}

The best constant $C$ is the largest value of $\int\psi^4/[(\int|\nabla\psi|^2)^{3/2}(\int\psi^2)^{1/2}]$. Setting the variation of its logarithm to zero gives
\[
\frac{4\psi^3}{\int\psi^4}+\frac{3\nabla^2\psi}{\int|\nabla\psi|^2}-\frac{\psi}{\int\psi^2}=0 ,
\]
which a change of amplitude and length turns into
\begin{equation}
-\nabla^2Q+Q=Q^3 .
\label{soliton}
\end{equation}
That the maximum is reached, and by the nodeless spherical solution, is a known mathematical result that is used here without proof.

Let $N=\int Q^2$, $G_Q=\int|\nabla Q|^2$ and $P=\int Q^4$. Multiplying (\ref{soliton}) by $Q$ and integrating gives $G_Q+N=P$. Equation (\ref{soliton}) also makes $\tfrac12G_Q+\tfrac12N-\tfrac14P$ stationary. Stretching all lengths by $s$ multiplies $G_Q$ by $s$ and $N,P$ by $s^3$, so the derivative at $s=1$ gives $\tfrac12G_Q+\tfrac32N-\tfrac34P=0$. Together these give $G_Q=3N$ and $P=4N$, hence $C=4/(3\sqrt3N)$. Inserted in (\ref{barrierbound}), this yields
\begin{equation}
E_b=\frac{N^2K^2b^3}{D^4}.
\label{sharp}
\end{equation}
The bound is attained. Put $\psi=Q(r/\ell)/\sqrt{N\ell^3}$ with $\ell=D^2/(KNb)$. The kinetic energy is $3b/\ell^2$ and the net gain is $(D^2/2K)(4/N\ell^3)=2b/\ell^2$. Their difference is $b/\ell^2=E_b$. Cost and gain stand in the ratio $3:2$, as at the maximum in (\ref{gaussbarrier}), so scaling this shape from large to small size gives a path whose highest energy is $E_b$.

Iterating the radial form of (\ref{soliton}) with sine transforms gives $N=18.90$ and $N^2=357.1$. The example then has $\ell=1.48$ nm and $E_b=1.73$ meV, or $2.77\times10^{-22}$ J. The Gaussian barrier is 39\% above this value. At the pass the separate terms are
\[
\underbrace{3E_b}_{5.19}\;\underbrace{-\,4E_b}_{-6.92}\;\underbrace{+\,2E_b}_{3.46}\;=\;\underbrace{E_b}_{1.73}\quad\text{meV},
\]
for kinetic, coupling and elastic energy. The carrier is already bound, at $-E_b$, but the strain has cost twice that.

\subsection{What is paid first}
Suppose the distortion of the pass is built up in proportion, as a fraction $f$ of its final strength. The elastic cost is $2E_bf^2$ from the start. The carrier gains nothing until the well binds it. At the binding threshold, in units of $\ell$, the radial function $u=r\psi$ obeys $u''=-fQ^2u$, with $u(0)=0$ and $u'(\infty)=0$. Integrating once gives $u'(0)=f\int_0^\infty Q^2u\,dr$. Since $u$ is concave, $u\le r\,u'(0)$, and therefore $f\ge1/\int_0^\infty rQ^2dr$: a finite strength is needed. The threshold equation, solved as a matrix eigenvalue problem, gives $f=0.550$. By then $3.46\times0.550^2=1.05$ meV has been spent, 60\% of the barrier, with no electronic return. This share belongs to the proportional route. A well of radius $R$ binds at a depth proportional to $R^{-2}$, so its elastic cost at binding goes as $R^{-4}R^3=R^{-1}$, and a wide well binds cheaply. The climb remains, because the bound (\ref{barrierbound}) holds for every path.

\section{The atomic spacing supplies the floor}

On a simple cubic lattice of spacing $a$, let $t=b/a^2$ and let $E_R=D^2/(2Ka^3)$ be the relaxation energy of a carrier on one site. With $g=2E_R/t$, energy (\ref{reduced}) becomes
\begin{equation}
\frac Et=\sum_{\text{bonds}}(\psi_i-\psi_j)^2-\frac g2\sum_i\psi_i^4 ,\qquad \frac{E_b}{t}=\frac{N^2}{g^2}.
\end{equation}
The example has $t=42.3$ meV, $E_R=1978$ meV, $E_R/t=46.7$ and $g=93.45$.

\subsection{The trap}
A carrier on one site has six cut bonds and energy $6t-E_R$. A small amplitude $\delta$ on each neighbour changes $E/t$ by $-12\delta+6g\delta^2$ to leading order at large $g$. The minimum, at $\delta=1/g$, is $-6/g$, so
\begin{equation}
E_{\rm trap}\simeq6t-E_R-\frac{6t}{g}.
\end{equation}
This is $254-1978-3=-1727$ meV, and the numerical solution of the lattice equation gives $-1.727$ eV. The strain there would be 0.40, outside linear elasticity, so this depth belongs to the model and does not predict a material. At the pass the central strain is 0.003, and the harmonic description is reasonable.

With $x=E_R/t$, the estimate vanishes when $6-x-3/x=0$, at $x=3+\sqrt6=5.45$; the numerical solution gives 5.41. A site-centred trap first appears at $x=3.93$. Between these values it lies above the free state, and below 3.93 it is absent. The scaling argument alone cannot supply these thresholds. Both $x$ and $\ell$ are proportional to the mass. With the same $D$, $K$ and $a$ but $m=m_e$, $x=4.67$, so the trap lies above the free state, and $\ell=0.15$ nm, half a lattice spacing. A wide pass leading to a favourable trap is a feature of the unusually heavy carrier chosen here.

\subsection{The barrier on the lattice}
The proof of (\ref{inequality}) carries over when derivatives become differences. On a line, $2\psi_n^2\le\sum_m|\psi_m-\psi_{m-1}||\psi_m+\psi_{m-1}|$, and $\sum_m(\psi_m+\psi_{m-1})^2\le4\sum_m\psi_m^2$, so the constant is unchanged. A barrier of at least $16t/g^2$ therefore survives for every lattice path to a state with $W\le0$.

The wide stationary state of the lattice equation has energy 1.64 meV, 5.4\% below $E_b$. If this state is made slightly narrower, by raising $\psi$ to the power 1.1 and normalizing again, steepest descent ends in the trap. If it is made slightly wider, with the power 0.9, descent leads to the spread state. When $g$ is 1.5 times larger, the difference from the continuum is 2.5\%. This fits a leading correction of order $(a/\ell)^2$, since $\ell\propto g$ and $1.5^2=2.25$.

A different route distorts a single site. A site well of depth $V$ binds when $VG/t=1$, where $G=0.2527$ is the on-site lattice Green function at the band edge, in units of $1/t$. The strain in that cell costs $Ka^3\theta^2/2=V^2/(2gt)$ with $V=|D\theta|$, so at binding
\begin{equation}
W_1=\frac{t}{2gG^2}.
\end{equation}
This is 3.55 meV; the maximum along the route, just after binding, is 3.58 meV. Here the wide pass is lower. But at fixed $t$, $W_1$ falls as $1/g$ and the continuum value $E_b$ as $1/g^2$, so they are equal when $E_R/t=N^2G^2=22.8$. This is not a crossing of the two routes on the lattice: the site-centred stationary state found above continues smoothly to this ratio, where its energy is about 24\% below $E_b$ and below the maximum of the one-site route. The equality instead marks a limit of the formula: at ratios below roughly 22 even the one-site route costs less than $E_b$, so (\ref{sharp}) cannot give the barrier height. The range from 5.4 to roughly 22, where a favourable trap exists, lies outside the reach of that formula, and above it the formula is approached only gradually: the site-centred state is still 13\% below $E_b$ at $E_R/t=30$. What persists there is the lower bound $16t/g^2$, and with it the reason for a barrier: at small $S$ the elastic cost, linear in $S$, exceeds an electronic gain that is at most quadratic.

A barrier of 1.6 meV also tests the static, classical treatment. Thermal energy and the quanta of the lattice modes involved must be small beside it before it can control a trapping rate. The example does not meet this condition. Its barrier corresponds to a temperature of only 19 K, and for a mass density $\rho=5$ g/cm$^3$ an acoustic mode of wavenumber $1/\ell$ has a quantum $\hbar\sqrt{K/\rho}/\ell=2.4$ meV, larger than the barrier. The value 1.6 meV therefore describes the static energy surface and does not predict a rate.

Numerical values quoted here were computed with a short program.
